\section*{Why large-spot thermoreflectance barely sees in-plane conductivity}

\section{What the lock-in signal contains}

\textbf{Q.} I heat a metal-coated sample with a sinusoidally modulated laser and read the surface temperature with a second beam. With a large spot, my fits hardly respond to the in-plane conductivity. I was told that the heat penetrates much less deeply than the laser radius, so it flows straight down. Is that the reason?

\textbf{A.} It is close, but both halves need correcting, and the equations show where. Take a semi-infinite sample with heat capacity per volume $C$, in-plane conductivity $K_r$ and through-plane conductivity $K_z$. Assume Fourier conduction, absorption at the surface and no heat loss to the air. With all modulated quantities proportional to $e^{i\omega t}$,
\begin{equation}
i\omega C\,T=K_z\frac{\partial^2T}{\partial z^2}+K_r\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial T}{\partial r}\right).
\end{equation}
For a lateral pattern $J_0(kr)$ the radial operator gives $-k^2$, so
\begin{equation}
K_z\frac{d^2T}{dz^2}=(i\omega C+K_rk^2)\,T .
\end{equation}
The solution that vanishes at depth is $T\propto e^{-qz}$ with $K_zq^2=i\omega C+K_rk^2$. The flux entering the surface is $K_zqT$, and the surface temperature per unit flux is therefore
\begin{equation}
Z_s=\frac1{K_zq}=\frac1{\sqrt{K_z(i\omega C+K_rk^2)}} .
\end{equation}
Thus $K_r$ appears only beside the storage term $i\omega C$. The question is how large $K_rk^2$ is compared with $\omega C$.

\textbf{Q.} Which $k$ does my measurement select?

\textbf{A.} The beams decide. Let the pump and probe be coaxial Gaussians with $1/e^2$ radii $w_0$ and $w_1$. The pump profile per watt, $p(r)=(2/\pi w_0^2)e^{-2r^2/w_0^2}$, has the transform $2\pi\int_0^\infty pJ_0(kr)\,r\,dr=e^{-k^2w_0^2/8}$. The probe average contributes $e^{-k^2w_1^2/8}$. With $w^2=(w_0^2+w_1^2)/2$ and $G(k)$ the surface temperature per unit absorbed flux, the signal per absorbed watt is
\begin{equation}
Z=\frac1{2\pi}\int_0^\infty k\,G(k)\,e^{-k^2w^2/4}\,dk
=\frac1{\pi w^2}\int_0^\infty e^{-x}G\,dx .
\end{equation}
The second form uses $x=k^2w^2/4$, hence $k\,dk=2\,dx/w^2$. Under the weight $e^{-x}$ the mean of $x$ is 1, so $\langle k^2\rangle=4/w^2$. The typical ratio of lateral exchange to storage is
\begin{equation}
\frac{K_r\langle k^2\rangle}{\omega C}=\frac{4K_r}{\omega Cw^2}=2\varepsilon,
\qquad \varepsilon=\frac{\delta_r^2}{w^2},\qquad
\delta_r=\sqrt{\frac{2K_r}{\omega C}} .
\end{equation}
The relevant length is the in-plane diffusion length $\delta_r$. The penetration depth is $\delta_z=\sqrt{2K_z/(\omega C)}$, because $q=(1+i)/\delta_z$ at $k=0$. The two lengths are equal when $K_r=K_z$, and then your explanation uses the right number.

\section{How weak the response is}

\textbf{Q.} Does the signal change in proportion to $\delta_r/w$?

\textbf{A.} No, the change is of higher order. For a bare sample $G=Z_s$. Write
\begin{equation}
i\omega C+\frac{4K_rx}{w^2}=\frac{4K_r}{w^2}(x+s^2),\qquad
s^2=\frac{i\omega Cw^2}{4K_r}=\frac{i}{2\varepsilon} .
\end{equation}
Then, with $y^2=x+s^2$ and $dx=2y\,dy$,
\begin{align}
Z&=\frac1{2\pi w\sqrt{K_rK_z}}\int_0^\infty\frac{e^{-x}}{\sqrt{x+s^2}}\,dx\\
&=\frac{1}{2\pi w\sqrt{K_rK_z}}\,2e^{s^2}\int_s^\infty e^{-y^2}dy
=\frac{e^{s^2}\operatorname{erfc}(s)}{2\sqrt\pi\,w\sqrt{K_rK_z}} .
\end{align}
For a large spot $|s|$ is large. Expanding the square root in the first line and using $\langle x\rangle=1$, $\langle x^2\rangle=2$ gives
\begin{equation}
Z\simeq\frac{1}{\pi w^2\sqrt{i\omega CK_z}}
\left(1-\frac1{2s^2}+\frac3{4s^4}\right),\qquad \frac1{s^2}=-2i\varepsilon .
\end{equation}
The prefactor is the one-dimensional result, from which $K_r$ has cancelled. The bracket equals $1+i\varepsilon-3\varepsilon^2$, and its logarithm is $i\varepsilon-3\varepsilon^2-\frac12(i\varepsilon)^2=i\varepsilon-\frac52\varepsilon^2$. Since $\varepsilon\propto K_r$, the sensitivity is
\begin{equation}
S_r\equiv\frac{\partial\ln Z}{\partial\ln K_r}
=\varepsilon\frac{\partial\ln Z}{\partial\varepsilon}
\simeq i\varepsilon-5\varepsilon^2 .
\end{equation}
The imaginary part is the phase change in radians, and the real part is the relative amplitude change, both per unit change of $\ln K_r$. The phase responds at second order in $\delta_r/w$ and the amplitude at fourth order. For this bare sample the phase sensitivity is positive: lateral spreading reduces the lag of the surface temperature.

\textbf{Q.} My sample has a metal film and an imperfect interface. Could they restore the sensitivity?

\textbf{A.} Not at leading order. Let the film have thickness $h$, heat capacity per volume $C_f$ and conductivity $K_f$, and let it be thin enough to have one temperature across its thickness. Let $R$ be the interface resistance. The absorbed flux is stored in the film, spreads along it, or enters the sample through $\zeta=R+Z_s$:
\begin{equation}
\frac1G=Y+\frac1\zeta,\qquad Y=h(i\omega C_f+K_fk^2),\qquad
G=\frac{\zeta}{1+Y\zeta} .
\end{equation}
Since $dG/d\zeta=(1+Y\zeta)^{-2}$, a relative change of $Z_s$ reaches $G$ multiplied by
\begin{equation}
f=\frac{\partial\ln G}{\partial\ln Z_s}=\frac{Z_s}{G}\frac{dG}{d\zeta}
=\frac{Z_s}{\zeta(1+Y\zeta)} .
\end{equation}
From the formula for $Z_s$, at small $k$,
\begin{equation}
\frac{\partial\ln Z_s}{\partial\ln K_r}
=-\frac{K_rk^2}{2(i\omega C+K_rk^2)}\simeq\frac{iK_rk^2}{2\omega C},
\qquad
\frac{\partial\ln Z_s}{\partial\ln K_z}=-\frac12 .
\end{equation}
For large $w$ at fixed $\omega$, $G$ and $f$ may be taken at $k=0$, and $k^2$ is replaced by $4/w^2$. Thus
\begin{equation}
S_r\to i\varepsilon f,\qquad
S_z\equiv\frac{\partial\ln Z}{\partial\ln K_z}\to-\frac f2,\qquad
\frac{S_r}{S_z}\to-2i\varepsilon .
\end{equation}
The ratio of the two sensitivities does not contain the film or the interface at this order.

The factor $f$ cannot exceed one in modulus. At $k=0$, $Z_s$ has a positive real part, so adding $R\ge0$ gives $|\zeta|\ge|Z_s|$. Write $\zeta=a-ib$ with $a,b>0$. Then $1+i\omega C_fh\zeta$ has real part $1+\omega C_fhb\ge1$, so its modulus is at least one. Hence $|f|\le1$: the coating dilutes the modulus of the leading sensitivity.

\textbf{Q.} Then why bother with the film's phase when I want $K_z$?

\textbf{A.} In the bare-sample formula $s$ does not contain $K_z$, and $Z\propto K_z^{-1/2}$. The phase of a bare sample therefore carries no information about $K_z$. The coating makes $f$ complex, and $S_z=-f/2$ then has a phase part.

\section{Depth and direction}

\textbf{Q.} Can you show me that penetration depth is the wrong criterion?

\textbf{A.} Compare two bare model samples with $C=2\,\mathrm{MJ/(m^3\,K)}$ and $w=5\,\mu\mathrm m$. In the first, $K_r=1000$ and $K_z=5\,\mathrm{W/(m\,K)}$ at 1 MHz. The depth is $0.18w$, but the in-plane length is $2.5w$, and $|S_r|=0.40$. In the second, $K_r=0.05$ and $K_z=100\,\mathrm{W/(m\,K)}$ at 0.01 MHz. The depth is $8.0w$, the in-plane length is $0.18w$, and $|S_r|=0.031$, close to $\varepsilon=0.178^2=0.032$. The signal from the shallow heat is about thirteen times more sensitive to $K_r$ than that from the deep heat.

\textbf{Q.} But when the response is weak, the heat at least flows downward?

\textbf{A.} Not necessarily. In the one-dimensional limit each point of the surface acts independently, so $T=p(r)e^{-qz}/(K_zq)$. Since $-p'/p=4r/w_0^2$ and $|q|=\sqrt2/\delta_z$,
\begin{equation}
\left|\frac{q_r}{q_z}\right|=\frac{K_r\,4r/w_0^2}{K_z|q|}
=\frac{4rK_r\delta_z}{\sqrt2\,K_zw_0^2} ,
\end{equation}
where $q_r$ and $q_z$ are the radial and vertical fluxes. At $r=w_0/2$ this is $\sqrt{2K_r/K_z}\,\delta_r/w_0$, which is of first order in $\delta_r/w_0$ and grows with the anisotropy.

A sideways current changes the local temperature through its divergence. At the same radius, $\nabla^2p/p=16r^2/w_0^4-8/w_0^2=-4/w_0^2$. The net lateral loss relative to storage is then $4K_r/(\omega Cw_0^2)=2\delta_r^2/w_0^2$, of second order. The sideways current can therefore exceed the vertical one while the net heat it removes from a small volume remains small compared with the storage term.

For a bare sample with $K_r=200$, $K_z=0.5\,\mathrm{W/(m\,K)}$, the same $C$, 10 MHz and $w_0=w_1=20\,\mu\mathrm m$, a direct numerical solution of the heat equation gives a radial flux about 2.5 times the vertical flux near $r=w_0/2$, in agreement with the formula, which gives 2.52 at that radius. Yet $|S_r|=0.0080$. ``One-dimensional'' must mean negligible net lateral exchange, not vertical flux.

\textbf{Q.} Is a large spot sufficient by itself?

\textbf{A.} No. The modulation supplies the storage term that dominates $K_rk^2$. At $\omega=0$ we have $s=0$, and the bare-sample formula becomes
\begin{equation}
Z=\frac1{2\sqrt\pi\,w\sqrt{K_rK_z}},\qquad S_r=-\frac12
\end{equation}
for every spot size. The steady temperature rise beneath the same beam remains three-dimensional; the lock-in rejects it.

\section{Reading an experiment}

\textbf{Q.} What does this mean for a realistic phase error?

\textbf{A.} Take round model values: $K_r=20$, $K_z=5\,\mathrm{W/(m\,K)}$ and $C=2\,\mathrm{MJ/(m^3\,K)}$. The film has $h=80$ nm, $C_f=2.4\,\mathrm{MJ/(m^3\,K)}$ and $K_f=150\,\mathrm{W/(m\,K)}$, with $R=10^{-8}\,\mathrm{m^2\,K/W}$. At 10 MHz, $\delta_r=0.564\,\mu\mathrm m$. For $w=10\,\mu\mathrm m$,
\begin{equation}
\varepsilon=(0.564/10)^2=0.0032,\qquad f=0.525-0.274i .
\end{equation}
The leading law gives $i\varepsilon f=0.0009+0.0017i$, while the full beam integral gives $S_r=0.0008+0.0017i$. The complex difference is 5.7\% of the leading value, and it falls to 0.06\% for a spot ten times larger. The amplitude part exceeds that of the bare sample because the complex $f$ turns part of the phase response into amplitude; the total modulus is still reduced.

Suppose the phase is uncertain by $0.2^\circ=0.0035$ rad and all other parameters are known. The linear estimate of the relative uncertainty in $K_r$ is this number divided by $|\mathrm{Im}\,S_r|$:
\begin{center}
\begin{tabular}{cccccc}
$w$ ($\mu$m) & MHz & $\varepsilon$ & $\mathrm{Im}\,S_r$ & $K_r$ doubled & error\\
10 & 10 & 0.003 & 0.0017 & $0.10^\circ$ & 209\%\\
10 & 1 & 0.032 & 0.023 & $1.3^\circ$ & 15\%\\
2 & 10 & 0.080 & 0.024 & $1.3^\circ$ & 15\%\\
2 & 1 & 0.80 & 0.072 & $3.2^\circ$ & 4.8\%
\end{tabular}
\end{center}
In the first row a linear error above 100\% means that the phase gives no useful value of $K_r$: doubling it moves the phase by less than the uncertainty, and so does reducing it a hundredfold. At best the data set an upper limit, about three times the assumed value. The same setting has $\mathrm{Im}\,S_z=0.133$, so the corresponding estimate for $K_z$ is $0.0035/0.133=2.6\%$.

\textbf{Q.} The second and third rows have different $\varepsilon$ but nearly the same phase sensitivity. Why?

\textbf{A.} The number $\varepsilon$ fixes the response together with $f$, and only while the large-spot expansion holds. The film's lateral term $hK_fk^2$ enters $1/G$ beside $i\omega C_fh+1/\zeta$, so with $k^2\to4/w^2$ its relative size is $4hK_f|G|/w^2$, with $G$ taken at $k=0$. This ratio is 0.40 in the third row but 0.06 in the second, so in the third row replacing $G$ and $f$ by their values at $k=0$ is no longer justified. With the film's lateral conduction removed, $\mathrm{Im}\,S_r$ in the third row would be 0.044 instead of 0.024. For the $10\,\mu\mathrm m$ spot at 10 MHz the ratio is only 0.016.

\textbf{Q.} So the film spreads heat even with the large spot?

\textbf{A.} Yes, and more than the sample does. In the first row, the full signal differs from the one-dimensional signal by 1.7\%. With the film's lateral conduction removed, the difference is 0.19\%, which matches $\varepsilon|f|=0.0032\times0.593$. The film's spreading belongs in the fitted model, but it depends on $K_f$ and does not make the sample's $K_r$ measurable. Giving the film its finite thickness changes $Z$ by 1.1\% and $S_r$ by 1.6\%, so the thin-film assumption is adequate for estimating these sensitivities. It is not safe for fitting the data: this change of 1.1\% in the complex $Z$ includes a phase shift of 0.007 rad, about twice the uncertainty assumed above. The fit should include the film's finite thickness.

\textbf{Q.} What should I change if I do want $K_r$?

\textbf{A.} Increase $\delta_r/w$, by a tighter focus or a lower frequency. Since $\varepsilon\propto1/(\omega w^2)$, the $10\,\mu\mathrm m$ spot with $\varepsilon=0.032$ at 1 MHz reaches $\varepsilon=1$ near 32 kHz. There the large-spot law has failed, and the full integral over $k$ must be used. If you fit the phase, do not lower the frequency without limit: as $\omega\to0$ the signal becomes real, so the phase sensitivity vanishes and only the amplitude still responds to $K_r$. A tighter focus also stops helping the phase at some point: for the coated sample at 1 MHz, $\mathrm{Im}\,S_r$ is 0.072 at $w=2\,\mu\mathrm m$ but 0.058 at $1\,\mu\mathrm m$. The numerical output below lists the amplitude and phase sensitivities for the four settings in the table.

\section*{Computed values}
\begin{verbatim}
Sample Kr, Kz: 20, 5 W/(m K)
Sample C: 2.0 MJ/(m^3 K)
Film thickness: 80 nm
Film C: 2.4 MJ/(m^3 K)
Film conductivity: 150 W/(m K)
Interface resistance: 1.0e-08 m^2 K/W
Heat equation vs closed form, bare: 0.005 %
Heat equation vs transform, film: 0.004 %
Same, small-spot Kr sensitivity: 0.040 %
Same, large-spot Kr sensitivity: 0.024 %
Large spot, 10 MHz: max profile departure from 1D, 3.29 % of peak
Signal departure from 1D: 1.68 %
Same without film spreading: 0.19 %
Bare, 10 um, 10 MHz: eps = 0.00318
  Kr sensitivity, phase: 0.00318 rad
  Kr sensitivity, amplitude: -5.06e-05
Share f at 10 MHz: 0.525 -0.274 i, |f| = 0.593
Law errors at 10 um (Sr, Sz, Sr/Sz): 5.726, 1.528, 4.255 %
Law errors at 100 um (Sr, Sz, Sr/Sz): 0.059, 0.016, 0.044 %
Largest |f| in 1000 random stacks: 0.9999
Finite film thickness changes Z, Sr by: 1.13, 1.56 %
Assumed phase uncertainty: 0.2 degree
Spot 10 um, 10 MHz: in-plane length 0.564 um, depth 0.282 um, eps 0.0032
  Sr: amplitude +0.00076, phase +0.00167 rad
  Sz: amplitude -0.26194, phase +0.13255 rad
  Doubling Kr: +0.096 degree; linear Kr uncertainty 209.3 %
Spot 10 um, 1 MHz: in-plane length 1.784 um, depth 0.892 um, eps 0.0318
  Sr: amplitude -0.00163, phase +0.02344 rad
  Sz: amplitude -0.40486, phase +0.05246 rad
  Doubling Kr: +1.307 degree; linear Kr uncertainty 14.9 %
Spot 2 um, 10 MHz: in-plane length 0.564 um, depth 0.282 um, eps 0.0796
  Sr: amplitude -0.00242, phase +0.02396 rad
  Sz: amplitude -0.22689, phase +0.08373 rad
  Doubling Kr: +1.293 degree; linear Kr uncertainty 14.6 %
Spot 2 um, 1 MHz: in-plane length 1.784 um, depth 0.892 um, eps 0.7958
  Sr: amplitude -0.08014, phase +0.07199 rad
  Sz: amplitude -0.28671, phase +0.02242 rad
  Doubling Kr: +3.176 degree; linear Kr uncertainty 4.8 %
Shallow: Kr 1000, Kz 5 W/(m K), 1 MHz, spot 5 um
  depth/w 0.178, in-plane length/w 2.523, |Sr| 0.3996
Deep: Kr 0.05, Kz 100 W/(m K), 0.01 MHz, spot 5 um
  depth/w 7.979, in-plane length/w 0.178, |Sr| 0.0311
Layered: Kr 200, Kz 0.5 W/(m K), 10 MHz, spot 20 um
  radius 10.03 um: radial/vertical flux 2.550, formula 2.530
  |Sr| 0.00795
Steady, bare, spot 2 um: Sr = -0.5000
Steady, bare, spot 100 um: Sr = -0.5000
\end{verbatim}
